# The 9j symbol as a sum over three 6j symbols

## A number to explain

Put one electron in a p shell and one in a d shell, and couple them to the state $^3D_2$: total orbital momentum 2, total spin 1, total angular momentum 2. The probability of finding the p electron with $j=3/2$ and the d electron with $j=5/2$ is $7/90\approx0.0778$, and the corresponding amplitude is negative, $-0.2789$. No interaction strength and no radial function enters these numbers. They compare two ways of grouping the same four angular momenta, two orbital and two spin.

The amplitude is a 9j symbol times a square root. These notes define the symbol and reduce it to 6j symbols, which compare groupings of three angular momenta. All quantities are dimensionless; angular momenta are in units of $\hbar$.

## Conventions

Let $|(ab)c\,m\rangle$ denote the state in which angular momenta $a$ and $b$ are coupled, in this order, to $c$ with projection $m$. The Clebsch–Gordan coefficients are real. Their phase is fixed by the Condon–Shortley rule: in the top state $m=c$, the component in which the first momentum has its largest projection, $m_a=a$, is positive. Lower states follow by applying $J_-$ with positive square roots.

Each momentum acts on its own labelled factor of the product space. Writing the factors in another order changes nothing; coupling them in another order can change a sign.

Three numbers form an allowed triad if each lies between the difference and the sum of the other two and their sum is an integer. I write $[a]=2a+1$.

**Overlaps do not depend on $M$.** Let $|\alpha JM\rangle$ and $|\beta JM\rangle$ be built from the same momenta by two coupling schemes. States with different $J$ or $M$ are orthogonal, because $\mathbf J^2$ and $J_z$ are Hermitian. For equal $J$ and $M$, put $c_M=\sqrt{J(J+1)-M(M+1)}$, so that $J_+|JM\rangle=c_M|J,M+1\rangle$ in both schemes. For $M<J$,

$$\langle\alpha J,M{+}1|\beta J,M{+}1\rangle=\frac{\langle\alpha JM|J_-J_+|\beta JM\rangle}{c_M^2}=\langle\alpha JM|\beta JM\rangle ,$$

since $J_-J_+=\mathbf J^2-J_z^2-J_z$ has the eigenvalue $c_M^2$. The label $M$ can therefore be dropped. The overlaps are real because the Clebsch–Gordan coefficients are.

**Exchange rule.** Reversing the order of a coupling gives

$$|(ab)c\rangle=(-1)^{a+b-c}\,|(ba)c\rangle. \tag{1}$$

To see this, write the top state as $\sum_m C_m|a\,m\rangle|b\,c{-}m\rangle$. It is annihilated by $J_+$. The coefficient of $|a\,m{+}1\rangle|b\,c{-}m\rangle$ in the result must vanish:

$$C_m\sqrt{a(a+1)-m(m+1)}+C_{m+1}\sqrt{b(b+1)-(c-m-1)(c-m)}=0 .$$

Both roots are positive for $c-b\le m<a$, so neighbouring coefficients have opposite signs. The coefficient at $m=a$ is positive by convention. The one at $m=c-b$, where the second momentum has its largest projection $b$, lies $a+b-c$ steps away and has the sign $(-1)^{a+b-c}$. In the order $(ba)$ this same component is positive. As $a$ and $b$ produce one multiplet for each $c$, the two states differ by this sign alone. The rule concerns coupling order and has nothing to do with particle statistics. It also holds when $a$ or $b$ is itself a composite momentum.

## The two definitions

Three momenta $a,b,d$ can reach a total $e$ through $(ab)c$ or through $(bd)f$. The 6j symbol is defined by

$$\langle((ab)c,d)e|(a,(bd)f)e\rangle=(-1)^{a+b+d+e}\sqrt{[c][f]}\begin{Bmatrix}a&b&c\\d&e&f\end{Bmatrix}. \tag{2}$$

Four momenta can be grouped in pairs as (12)(34) or as (13)(24). The 9j symbol is defined by

$$\begin{aligned}
&\langle((j_1j_2)J_{12},(j_3j_4)J_{34})J\,|\,((j_1j_3)J_{13},(j_2j_4)J_{24})J\rangle\\
&\quad=\sqrt{[J_{12}][J_{34}][J_{13}][J_{24}]}\begin{Bmatrix}j_1&j_2&J_{12}\\j_3&j_4&J_{34}\\J_{13}&J_{24}&J\end{Bmatrix}.
\end{aligned}\tag{3}$$

Every row and every column is a triad that occurs in one of the couplings. If any triad is not allowed, the symbol is set to zero; the same is done for the 6j symbol with its four triads $(abc)$, $(cde)$, $(bdf)$, $(afe)$.

## Three moves instead of one

Call the left and right states in (3) $|L\rangle$ and $|R\rangle$. In $|L\rangle$ the pair (34) has the fixed momentum $J_{34}$, so $|L\rangle$ is a state of three momenta $j_1,j_2,J_{34}$. At fixed $J$ and $M$, the states

$$|x\rangle=|(j_1,(j_2,(j_3j_4)J_{34})x)J\rangle$$

form an orthonormal basis for these three momenta. Likewise $|R\rangle$ is a state of $j_1,j_3,J_{24}$ and can be expanded in

$$|x'\rangle'=|(j_1,(j_3,(j_2j_4)J_{24})x')J\rangle .$$

In both bases $x$ or $x'$ is the total momentum of $j_2,j_3,j_4$. Expanding both states gives

$$\langle L|R\rangle=\sum_{x,x'}\langle L|x\rangle\,\langle x|x'\rangle'\,{}'\langle x'|R\rangle .$$

In the middle overlap $j_1$ is a spectator. Written with Clebsch–Gordan coefficients,

$$\begin{aligned}\langle x|x'\rangle'&=\sum_{m_1,m,m'}\langle j_1m_1xm|JM\rangle\langle j_1m_1x'm'|JM\rangle\\
&\quad\times\langle(j_2,(j_3j_4)J_{34})xm|(j_3,(j_2j_4)J_{24})x'm'\rangle .\end{aligned}$$

The last factor is an overlap of coupled states of $j_2,j_3,j_4$. By the result above it equals $\delta_{xx'}\delta_{mm'}B_x$, with $B_x$ independent of $m$. The remaining sum of squared Clebsch–Gordan coefficients is the norm of a coupled state, which is 1. Hence

$$\langle L|R\rangle=\sum_xA_xB_xC_x,\qquad A_x=\langle L|x\rangle,\quad C_x={}'\langle x|R\rangle. \tag{4}$$

Each of the three factors recouples three momenta.

**First move.** With $J_{34}$ treated as one momentum,

$$A_x=\langle((j_1j_2)J_{12},J_{34})J|(j_1,(j_2J_{34})x)J\rangle .$$

This is (2) with $a=j_1$, $b=j_2$, $c=J_{12}$, $d=J_{34}$, $e=J$, $f=x$:

$$A_x=(-1)^{j_1+j_2+J_{34}+J}\sqrt{[J_{12}][x]}\begin{Bmatrix}j_1&j_2&J_{12}\\J_{34}&J&x\end{Bmatrix}. \tag{5}$$

**Second move.** The overlap

$$B_x=\langle(j_2,(j_3j_4)J_{34})x|(j_3,(j_2j_4)J_{24})x\rangle$$

does not yet have the order required by (2). Apply (1) once on each side:

$$\begin{aligned}
|(j_2,(j_3j_4)J_{34})x\rangle&=(-1)^{j_2+J_{34}-x}\,|((j_3j_4)J_{34},j_2)x\rangle,\\
|(j_3,(j_2j_4)J_{24})x\rangle&=(-1)^{j_2+j_4-J_{24}}\,|(j_3,(j_4j_2)J_{24})x\rangle .
\end{aligned}$$

The states on the right are those of (2) with $a=j_3$, $b=j_4$, $c=J_{34}$, $d=j_2$, $e=x$, $f=J_{24}$. That definition supplies the phase $(-1)^{j_3+j_4+j_2+x}$. Adding the three exponents cancels $x$:

$$(j_2+J_{34}-x)+(j_2+j_4-J_{24})+(j_2+j_3+j_4+x)=3j_2+j_3+2j_4+J_{34}-J_{24}.$$

Therefore

$$B_x=(-1)^{3j_2+j_3+2j_4+J_{34}-J_{24}}\sqrt{[J_{34}][J_{24}]}\begin{Bmatrix}j_3&j_4&J_{34}\\j_2&x&J_{24}\end{Bmatrix}. \tag{6}$$

**Third move.** With $J_{24}$ treated as one momentum,

$$C_x=\langle(j_1,(j_3J_{24})x)J|((j_1j_3)J_{13},J_{24})J\rangle .$$

This is the left side of (2) with bra and ket interchanged, which changes nothing because the overlap is real. Setting $a=j_1$, $b=j_3$, $c=J_{13}$, $d=J_{24}$, $e=J$, $f=x$ gives

$$C_x=(-1)^{j_1+j_3+J_{24}+J}\sqrt{[J_{13}][x]}\begin{Bmatrix}j_1&j_3&J_{13}\\J_{24}&J&x\end{Bmatrix}. \tag{7}$$

## Collecting phases and roots

The exponents in (5), (6) and (7) are integers, so they may be added. The two terms in $J_{24}$ cancel, and the sum is

$$2j_1+4j_2+2j_3+2j_4+2J_{34}+2J .$$

Three observations reduce it.

1. $2j_2$ is an integer, so $4j_2$ is even and drops out.
2. $j_3+j_4+J_{34}$ is an integer because these numbers form a triad, so twice this sum is even and drops out.
3. The phase left is $(-1)^{2j_1+2J}$. Since $(j_1,x,J)$ is a triad, $2j_1+2J+2x$ is even, and the phase equals $(-1)^{2x}$.

The factor $\sqrt{[x]}$ occurs in both $A_x$ and $C_x$, which gives the weight $[x]=2x+1$. The other four roots are those in definition (3) and divide out. The result is

$$\begin{aligned}
\begin{Bmatrix}j_1&j_2&J_{12}\\j_3&j_4&J_{34}\\J_{13}&J_{24}&J\end{Bmatrix}
=\sum_x&(-1)^{2x}(2x+1)\begin{Bmatrix}j_1&j_2&J_{12}\\J_{34}&J&x\end{Bmatrix}\\
&\times\begin{Bmatrix}j_3&j_4&J_{34}\\j_2&x&J_{24}\end{Bmatrix}\begin{Bmatrix}j_1&j_3&J_{13}\\J_{24}&J&x\end{Bmatrix}.
\end{aligned}\tag{8}$$

The sum runs in unit steps over the $x$ for which $(j_1,J,x)$, $(j_2,J_{34},x)$ and $(j_3,J_{24},x)$ are all allowed. The sign $(-1)^{2x}$ is the same in every term, because $x$ is either always an integer or always a half-integer for given $j_1$ and $J$. It is an overall sign of the symbol. In the half-integer case, leaving it out reverses the sign of the answer.

## Properties that follow from the definition

**Transposition.** Interchanging bra and ket in (3) exchanges $j_2$ with $j_3$, $J_{12}$ with $J_{13}$, and $J_{34}$ with $J_{24}$. This reflects the array in its diagonal. The overlap is real and the root factor is unchanged, so the 9j symbol equals its transpose.

**Exchange of the first two rows.** The symbol with these rows exchanged belongs to the states $((j_3j_4)J_{34},(j_1j_2)J_{12})J$ and $((j_3j_1)J_{13},(j_4j_2)J_{24})J$. Three uses of (1) lead back to the original states, with the exponent

$$(J_{12}+J_{34}-J)+(j_1+j_3-J_{13})+(j_2+j_4-J_{24}).$$

Adding the even number $2(J_{13}+J_{24}+J)$ turns this into the sum $\Sigma$ of all nine entries. The exchange multiplies the symbol by $(-1)^\Sigma$.

**One momentum absent.** If $j_1=0$, then $J_{12}=j_2$, $J_{13}=j_3$ and $x=J$. The first and third moves are trivial, and the overlap (3) is $B_J$. Dividing (6) by the root factor gives

$$\begin{Bmatrix}0&j_2&j_2\\j_3&j_4&J_{34}\\j_3&J_{24}&J\end{Bmatrix}=\frac{(-1)^{j_2+j_3+J_{34}+J_{24}}}{\sqrt{[j_2][j_3]}}\begin{Bmatrix}j_3&j_4&J_{34}\\j_2&J&J_{24}\end{Bmatrix}.$$

The phase was shortened by subtracting the even number $2(j_2+j_4-J_{24})$ from the exponent in (6). A four-momentum problem with one zero momentum is a three-momentum problem, as it should be.

## A sign that can be followed by hand

Take four spins 1/2, with every pair spin zero and $J=0$. The triad $(j_1,J,x)$ leaves $x=1/2$.

In the first 6j symbol the overlap (2) has $c=d=e=0$ and couples one singlet in a trivial way, so it equals 1. The phase is $(-1)^{1/2+1/2}=-1$ and the root is $\sqrt{1\cdot2}$. The symbol is $-1/\sqrt2$. The third symbol has the same entries.

The second symbol has $c=f=0$ and $d=e=1/2$; its phase is $(-1)^2=1$ and its root is 1. It equals the overlap of

$$\frac{\uparrow\downarrow\uparrow-\downarrow\uparrow\uparrow}{\sqrt2}\quad\text{and}\quad\frac{\uparrow\uparrow\downarrow-\uparrow\downarrow\uparrow}{\sqrt2}.$$

The common component $\uparrow\downarrow\uparrow$ enters with opposite signs, so the value is $-1/2$. Equation (8) gives

$$(-1)^1\cdot2\cdot\left(-\tfrac1{\sqrt2}\right)\left(-\tfrac12\right)\left(-\tfrac1{\sqrt2}\right)=+\tfrac12 .$$

The definition gives the same. In the order 1234, singlets on (12)(34) and on (13)(24) read

$$\begin{aligned}&\tfrac12(\uparrow\downarrow\uparrow\downarrow-\uparrow\downarrow\downarrow\uparrow-\downarrow\uparrow\uparrow\downarrow+\downarrow\uparrow\downarrow\uparrow),\\&\tfrac12(\uparrow\uparrow\downarrow\downarrow-\uparrow\downarrow\downarrow\uparrow-\downarrow\uparrow\uparrow\downarrow+\downarrow\downarrow\uparrow\uparrow).\end{aligned}$$

Two components coincide, each with equal signs, and the overlap is $\tfrac14(1+1)=\tfrac12$. Without $(-1)^{2x}$ the sum would give $-\tfrac12$.

## Evaluating larger 6j symbols

Any 6j symbol can be found from (2) by writing out Clebsch–Gordan coefficients. Racah's closed formula is quicker. I quote it as a tool for the arithmetic; the derivation of (8) does not use it. With

$$\Delta(abc)=\sqrt{\frac{(a+b-c)!\,(a-b+c)!\,(-a+b+c)!}{(a+b+c+1)!}},$$

the symbol in (2) is $\Delta(abc)\Delta(cde)\Delta(bdf)\Delta(afe)\,S$, where

$$S=\sum_t\frac{(-1)^t(t+1)!}{\prod_{i=1}^4(t-p_i)!\,\prod_{k=1}^3(q_k-t)!}.$$

The $p_i$ are the sums of the four triads. The $q_k$ are $a+b+d+e$, $b+c+e+f$ and $a+c+d+f$. The integer $t$ takes all values for which no factorial has a negative argument.

For example, take $a=d=1$ and $b=c=e=f=2$. All $p_i=5$, the $q_k$ are 6, 8, 6, and $\Delta^4=(6/720)^2=1/14400$. The terms $t=5$ and $t=6$ give $-720/6=-120$ and $5040/2=2520$. The symbol is $2400/14400=1/6$.

## The p and d electrons

Set $j_1=1$ and $j_2=2$ for the orbital momenta of the p and d electrons, and $j_3=j_4=1/2$ for their spins. Then $J_{12}=L$, $J_{34}=S$, and $J_{13}$, $J_{24}$ are the $j$ values of the p and d electrons. Orbital momentum is coupled before spin. The same radial functions are used in both schemes.

The electrons are identical, but this does not alter the overlaps here. Antisymmetrization adds a part with the two electrons interchanged. Because the p and d orbitals are orthogonal, that part is orthogonal to the first, and with the factor $1/\sqrt2$ all overlaps are preserved. For two electrons in the same shell this argument fails, and (3) cannot be used without a separate treatment of antisymmetry and normalization.

For $^3D_2$ and $(3/2,5/2)$ the symbol has the rows $(1,2,2)$, $(1/2,1/2,1)$, $(3/2,5/2,2)$. The triads $(1,2,x)$ and $(2,1,x)$ allow $x=1,2,3$, while $(1/2,5/2,x)$ allows $x=2,3$. Two terms remain. Racah's formula gives the 6j values, in the order of (8):

- $x=2$: $\ \tfrac16,\ -\tfrac{\sqrt5}{15},\ \tfrac{\sqrt{35}}{30}$
- $x=3$: $\ \tfrac1{15},\ \tfrac{\sqrt2}6,\ \tfrac{\sqrt{14}}{42}$

Since $x$ is an integer, $(-1)^{2x}=1$. The terms are

$$\begin{aligned}
5\cdot\tfrac16\left(-\tfrac{\sqrt5}{15}\right)\tfrac{\sqrt{35}}{30}&=-\tfrac{\sqrt7}{108}\approx-0.02450,\\
7\cdot\tfrac1{15}\cdot\tfrac{\sqrt2}{6}\cdot\tfrac{\sqrt{14}}{42}&=\tfrac{\sqrt7}{270}\approx0.00980 .
\end{aligned}$$

Over the common denominator 540 the sum is $(-5+2)\sqrt7/540=-\sqrt7/180\approx-0.01470$. The root factor is $\sqrt{5\cdot3\cdot4\cdot6}=\sqrt{360}\approx18.974$. The amplitude is $-0.2789$, and its square is $7\cdot360/180^2=7/90$, the number at the start. The negative $x=2$ term is the larger one and sets the sign; the $x=3$ term cancels two fifths of it. The sign itself depends on the coupling order, through (1), whereas the probability does not.

The same calculation for the other $j$ pairs gives the whole $^3D_2$ state:

| $(j_p,j_d)$ | amplitude | probability |
|---|---|---|
| $(1/2,3/2)$ | $0.1826$ | $0.0333$ |
| $(1/2,5/2)$ | $0.5963$ | $0.3556$ |
| $(3/2,3/2)$ | $0.7303$ | $0.5333$ |
| $(3/2,5/2)$ | $-0.2789$ | $0.0778$ |

The probabilities add to 1, because the four $jj$ states form a complete orthonormal set for $J=2$. The table shows that this state, although it has sharp $L$ and $S$, has a nonzero amplitude on each of the four $j$ pairs. This is not so for every LS state: $^3F_4$ is purely $(3/2,5/2)$, because no other pair reaches $J=4$.

## When the sum vanishes

Allowed triads do not guarantee a nonzero symbol. Take four spins 1/2 with all pair spins equal to 1 and $J=1$. Now $x=1/2$ and $x=3/2$ contribute. The 6j values are $-\tfrac13,\tfrac16,-\tfrac13$ and $-\tfrac16,-\tfrac13,-\tfrac16$, and both terms carry $(-1)^{2x}=-1$:

$$-2\cdot\tfrac1{54}+4\cdot\tfrac1{108}=-\tfrac1{27}+\tfrac1{27}=0 .$$

The row rule explains the cancellation. The first two rows are equal, so exchanging them changes nothing, yet the rule demands the factor $(-1)^7=-1$.

In terms of states, interchange spin 1 with 3 and spin 2 with 4. The left state swaps its two pairs; by (1), two spins 1 coupled to 1 change sign. In the right state each pair is a triplet, which is symmetric, so the state is unchanged. States of opposite symmetry under the same interchange are orthogonal.
